\section*{Harrison's d-state coupling laws and the strain shift of a d band}

\section{What dimensions fix}

In Hartree atomic units $\hbar=m_e=1$, so an energy has the dimension of an inverse length squared. Consider a d state whose energy coincides with the constant potential between the atoms, taken as the zero of energy. Outside its atom the state has no decay length of its own, and its radial function is a pure power, $A/r^3$. Since the square of a normalized radial function is an inverse volume, $A$ has the dimension $(\text{length})^{3/2}$.

Suppose that a coupling depends on each d state through $A$ alone, and linearly. A coupling between two d states at distance $d$ then contains $A^2$, a length cubed, and must be
\begin{equation}
V_{dd}\propto \frac{A^2}{d^5}.
\end{equation}
A coupling $V_{ad}$ between one d state and an adsorbate orbital contains $A$ once. If $d$ is the only other length, then
\begin{equation}
V_{ad}\propto\frac{A}{d^{7/2}}.
\end{equation}
With a d-state radius defined by $A\propto r_d^{3/2}$, these are Harrison's scalings. The argument leaves the linearity in $A$ to be proved. It also shows where the second law is vulnerable: an adsorbate orbital of fixed size brings in another length, and the power of $d$ can then change.

\section{Assumptions and theorem}

The metal atom has a spherical potential $v(r)$ that vanishes for $r>a$. Its d states $\phi_m=R(r)Y_{2m}$, with real harmonics, are normalized and have zero energy. The radial equation is
\begin{equation}
-\frac12\left[\frac{1}{r^2}\left(r^2R'\right)'-\frac{6}{r^2}R\right]+vR=0 .
\label{radial}
\end{equation}
For $r>a$ a power $r^s$ solves it if $s(s+1)=6$, so $s=2$ or $s=-3$. Only the second is normalizable, hence $R=A/r^3$, with the sign chosen so that $A>0$. The radius $r_d$ is defined by
\begin{equation}
A^2=\frac{3r_d^3}{\pi}.
\label{rd}
\end{equation}

\textbf{Theorem.}

(a) For two such atoms with $d>2a$, the two-centre matrix elements are
\begin{equation}
\left(V_{dd\sigma},V_{dd\pi},V_{dd\delta}\right)=\left(-45,\;30,\;-\tfrac{15}{2}\right)\frac{r_d^3}{\pi d^5}.
\label{vdd}
\end{equation}

(b) Let the adsorbate orbital keep its shape while its size grows in proportion to $d$, and let it be smooth near the metal atom. With the coupling taken at the adsorbate energy $\varepsilon_a$, to leading order in $a/d$,
\begin{equation}
V_{ad}=\eta\,\frac{r_d^{3/2}}{d^{7/2}},
\label{vad}
\end{equation}
where the number $\eta$ depends on the orbital's shape.

(c) Let the d band be described by orthogonal d orbitals whose couplings all vary as $d^{-5}$, with every atom held at a fixed d filling. At zero temperature the band centre $\varepsilon_d$ obeys $\varepsilon_d-E_F\propto d^{-5}$. An isotropic strain $e$ therefore gives, to first order,
\begin{equation}
\delta(\varepsilon_d-E_F)=-5e\,(\varepsilon_d-E_F).
\label{shift}
\end{equation}

\section{Lemmas}

\subsection{Lemma 1: the tail amplitude sets the coupling}

Let a function have the component $b\,r^2Y_{2m}$ inside the atom. Then its matrix element with $v\phi_m$ is
\begin{equation}
\langle\phi_m|v|b\,r^2Y_{2m}\rangle=-\frac52Ab .
\label{green}
\end{equation}

\textit{Proof.} The angular integral is one. Equation (\ref{radial}) gives $r^2vR=\frac12[(r^2R')'-6R]$. Integrating by parts twice up to a radius $s>a$,
\begin{align}
\int_0^s r^2\,vR\,r^2dr
&=\frac12\int_0^s r^2\left[(r^2R')'-6R\right]dr\nonumber\\
&=\frac12\left[r^4R'-2r^3R\right]_0^s+\frac12\int_0^sR\left[(2r^3)'-6r^2\right]dr .
\end{align}
The last integrand vanishes because $(2r^3)'=6r^2$. The lower limit gives nothing because $R$ is regular at the origin. At $s$, $r^4R'=-3A$ and $2r^3R=2A$, so the result is $\frac12(-3A-2A)=-\frac52A$. The details of $v$ have disappeared except through $A$. $\square$

This lemma also explains the factor in (\ref{rd}). A plane wave normalized in a volume $\Omega$ has the $l=2$ part
\begin{equation}
\frac{4\pi i^2}{\sqrt\Omega}\,j_2(kr)\sum_mY_{2m}(\hat k)Y_{2m}(\hat r),\qquad j_2(kr)\simeq\frac{k^2r^2}{15}\quad(kr\ll1),
\end{equation}
so that $b=-4\pi k^2Y_{2m}(\hat k)/(15\sqrt\Omega)$. By (\ref{green}),
\begin{equation}
\langle\phi_m|v|k\rangle\simeq\frac{2\pi}{3}\frac{k^2A}{\sqrt\Omega}Y_{2m}(\hat k)
=k^2\sqrt{\frac{4\pi r_d^3}{3\Omega}}\;Y_{2m}(\hat k),
\label{plane}
\end{equation}
because $\frac{2\pi}{3}\sqrt{3/\pi}=\sqrt{4\pi/3}$. Thus $r_d$ measures the hybridization of the d state with long free-electron waves.

\subsection{Lemma 2: a d tail seen from the neighbouring atom}

Put atom 1 at the origin and atom 2 at $d\hat z$, and let $\boldsymbol\rho=\mathbf r-d\hat z$. For $r<d$, the $l=2$ part of the tail of atom 2 is
\begin{equation}
\left[\frac{A\,Y_{2m}(\hat\rho)}{\rho^3}\right]_{l=2}=C_m\frac{A}{d^5}\,r^2Y_{2m}(\hat r),\qquad C_0=6,\quad C_{\pm1}=-4,\quad C_{\pm2}=1 .
\label{cm}
\end{equation}

\textit{Proof.} Up to normalization constants that are the same on both sides, the tails for $m=0,1,2$ are second derivatives of $1/\rho$:
\begin{equation}
\frac{P_2(\hat\rho)}{\rho^3}=\frac12\partial_z^2\frac1\rho,\qquad
\frac{x(z-d)}{\rho^5}=\frac13\partial_x\partial_z\frac1\rho,\qquad
\frac{xy}{\rho^5}=\frac13\partial_x\partial_y\frac1\rho .
\end{equation}
Use $1/\rho=\sum_l r^lP_l/d^{\,l+1}$. Two derivatives lower the degree of a harmonic polynomial by two, so the $l=2$ part comes from $l=4$. With $t^2=x^2+y^2$,
\begin{equation}
r^4P_4=z^4-3z^2t^2+\frac38t^4 .
\end{equation}
Its derivatives are
\begin{align}
\tfrac12\partial_z^2(r^4P_4)&=6z^2-3t^2=6\,r^2P_2,\\
\tfrac13\partial_x\partial_z(r^4P_4)&=\tfrac13(-12xz)=-4\,xz,\\
\tfrac13\partial_x\partial_y(r^4P_4)&=\tfrac13(3xy)=xy .
\end{align}
Division by $d^5$ gives (\ref{cm}). The partner harmonics with the same $|m|$ follow by rotation about $z$. $\square$

\section{Proof of (a)}

For two atoms $H=-\frac12\nabla^2+v_1+v_2$. Since $(-\frac12\nabla^2+v_2)\phi_2=0$,
\begin{equation}
\langle\phi_1|H|\phi_2\rangle=\langle\phi_1|v_1|\phi_2\rangle .
\end{equation}
The condition $d>2a$ ensures that $\phi_2$ has its tail form throughout the region where $v_1$ acts. Angular integration selects its $l=2$ part with the same $m$, and the two lemmas give
\begin{equation}
V_{ddm}=-\frac52\,C_m\frac{A^2}{d^5}=\left(-15,\;10,\;-\tfrac52\right)\frac{A^2}{d^5}.
\end{equation}
Inserting $A^2=3r_d^3/\pi$ yields (\ref{vdd}). $\square$

This is a statement about a matrix element, not about the full spectrum of two atoms. The overlap of the orbitals and the shift of $\phi_1$ by $v_2$ are separate terms, and in a solid there are also three-centre terms. The band model below omits them, apart from a common on-site shift, which is absorbed in $\varepsilon_d$. If the d energy lies below the potential zero by $\kappa^2/2$, the tail acquires a decay length $1/\kappa$, and the coupling is no longer a pure power of $d$.

\section{Proof of (b), and what the power 7/2 requires}

Let the adsorbate orbital satisfy $(-\frac12\nabla^2+v_a)\phi_a=\varepsilon_a\phi_a$. Because the orbitals overlap, the coupling at energy $E$ is the matrix element of $H-E$. At $E=\varepsilon_a$,
\begin{equation}
V_{ad}=\langle\phi_m|H-\varepsilon_a|\phi_a\rangle=\langle\phi_m|v|\phi_a\rangle .
\end{equation}
Near the metal atom, the $l=2$ part of a smooth $\phi_a$ begins with $b\,r^2Y_{2m}$, and its next term is of order $r^4$. Lemma 1 gives $V_{ad}\simeq-\frac52Ab$, with corrections of relative order $(a/L)^2$ when $b\neq0$, where $L$ is the length over which $\phi_a$ varies near the metal atom. For an orbital that scales with the bond $L\propto d$; for an orbital of fixed size the corrections need not vanish as $a/d\to0$.

If the orbital scales with the bond, $\phi_a=d^{-3/2}g(\boldsymbol\rho/d)$. The prefactor keeps it normalized. The coefficient $b$ is built from second derivatives, which supply $d^{-2}$. Hence $b=\beta d^{-7/2}$ with a pure number $\beta$, and
\begin{equation}
V_{ad}\simeq-\frac52\sqrt{\frac3\pi}\,\beta\,\frac{r_d^{3/2}}{d^{7/2}} ,
\end{equation}
which is (\ref{vad}). $\square$

At another energy $E$ the coupling gains the term $(\varepsilon_a-E)S$, where $S=\langle\phi_m|\phi_a\rangle$. For an orbital that scales with the bond, $S\propto A\,d^{-3/2}$ to leading order and $\varepsilon_a\propto d^{-2}$. At the d level, $E=0$, the power $7/2$ therefore survives, but $\eta$ has a different value.

The plane-wave element (\ref{plane}) shows the same counting. If $k\propto1/d$ and $\Omega\propto d^3$, as for free-electron-like sp states in a uniformly scaled crystal, then $k^2\sqrt{r_d^3/\Omega}\propto r_d^{3/2}d^{-7/2}$.

\textbf{A 1s orbital.} Let $\phi_a=f(\rho)=\sqrt{\zeta^3/\pi}\,e^{-\zeta\rho}$. Its quadratic Taylor terms at the metal atom are $\frac12f''z^2+\frac12(f'/d)t^2$, evaluated at $\rho=d$. Since $z^2=\frac13r^2+\frac23r^2P_2$ and $t^2=\frac23r^2-\frac23r^2P_2$, the $l=2$ part is
\begin{equation}
\frac13\left(f''-\frac{f'}{d}\right)r^2P_2
=\frac13\left(\zeta^2+\frac\zeta d\right)f(d)\,\sqrt{\frac{4\pi}{5}}\;r^2Y_{20}.
\end{equation}
Multiplication of the coefficient by $-\frac52A$ gives
\begin{equation}
V_{ad}\simeq-\frac{\sqrt5}{3}A\left(\zeta^2+\frac\zeta d\right)\zeta^{3/2}e^{-\zeta d}.
\label{slater}
\end{equation}
With $\zeta=\xi/d$ and $\xi$ held fixed this becomes (\ref{vad}), with
\begin{equation}
\eta=-\sqrt{\frac{5}{3\pi}}\,(\xi^2+\xi)\,\xi^{3/2}e^{-\xi}.
\label{eta}
\end{equation}
With $\zeta$ held fixed, (\ref{slater}) instead has the local slope
\begin{equation}
\frac{d\ln|V_{ad}|}{d\ln d}=-\zeta d-\frac{1}{\zeta d+1},
\label{local}
\end{equation}
which steepens at large distance and is not a constant power. This slope, too, belongs to $E=\varepsilon_a$. At $E=0$ the coupling equals $\langle\phi_m|v_a|\phi_a\rangle$, because $(-\frac12\nabla^2+v)\phi_m=0$. For a fixed 1s orbital it then follows the d tail at the adsorbate and tends to $d^{-3}$.

\textbf{Fixed zero-energy tails.} For an s tail $BY_{00}/\rho$, the $l=2$ part of $1/\rho$ is $r^2P_2/d^3$, so $b=B/(\sqrt5\,d^3)$. For a p tail $BY_{10}(\hat\rho)/\rho^2$, use $\cos\theta_\rho/\rho^2=-\partial_z(1/\rho)$ and $\partial_z(r^3P_3)=3r^2P_2$, so $b=-3\sqrt{3/5}\,B/d^4$. Therefore
\begin{equation}
V_{sd}=-\frac{\sqrt5}{2}\frac{AB}{d^3},\qquad
V_{pd}=\frac{15}{2}\sqrt{\frac35}\,\frac{AB}{d^4}.
\end{equation}
The positive sign of $V_{pd}$ belongs to a p orbital whose positive lobe points away from the metal atom. The fixed amplitude $B$ carries the additional length scale anticipated by the dimensional argument. The s tail $1/\rho$ is not normalizable, so in that case $B$ is only the amplitude of a form that holds over the metal atom, not that of a normalized zero-energy state. For these two tails the factor $A\propto r_d^{3/2}$ is exact, because their $l=2$ part is purely $r^2$. For the 1s orbital it holds only as far as the $r^2$ term suffices. The power $7/2$ belongs to orbitals that scale with the bond.

\section{Proof of (c)}

Set $E_F=0$ and write $H=U+T$. Here $U$ contains the on-site energies $u_i$ and $T$ the couplings between atoms. The centre of the local d band on atom $i$ is its first moment, the average of $\langle i|H|i\rangle$ over the five orbitals, which is $u_i$.

Let the $u_i$ give the required fillings at spacing $d_0$. An isotropic change to $d$ multiplies $T$ by $\lambda=(d/d_0)^{-5}$. Choose the new on-site energies as $\lambda u_i$. The new Hamiltonian is $\lambda H$: it has the same eigenvectors, and its eigenvalues keep their signs. The same states are occupied, and every atom keeps its filling. On the solution branch continuous with the unstrained one, $\varepsilon_d-E_F$ thus scales as $d^{-5}$, and differentiation gives (\ref{shift}). $\square$

The proof uses no particular band shape and holds at a surface as well as in the bulk. If $\varepsilon_d$ lies below $E_F$, as in a symmetric band more than half full, expansion raises it towards $E_F$. If it lies above, expansion lowers it. The rule fails when the d band is full and the sp band fixes $E_F$ above it, because d filling then no longer ties $E_F$ to the d-band width.

\subsection{A rectangular band}

An explicit estimate of $\varepsilon_d$ follows from the second moment of the density of states about its centre. Averaged over the five orbitals,
\begin{equation}
\mu_2=\frac15\sum_j\left(V_{dd\sigma}^2+2V_{dd\pi}^2+2V_{dd\delta}^2\right)_{d_j},
\end{equation}
where $j$ runs over neighbours. The sum of squared couplings does not depend on the bond direction, because rotating the orbitals leaves it unchanged. A rectangular density of width $W$ has variance $W^2/12$, so $W=\sqrt{12\mu_2}$. Filling it from its lower edge $\varepsilon_d-W/2$ gives $fW=E_F-\varepsilon_d+W/2$, or
\begin{equation}
\varepsilon_d-E_F=\left(\frac12-f\right)W .
\label{rect}
\end{equation}

\subsection{Biaxial strain of an fcc(111) surface}

A surface atom has six neighbours in its plane and three below. Let the in-plane strain be $e$. For an isotropic elastic medium with a free surface and Poisson ratio $\nu$, zero normal stress requires $(1-\nu)e_z+2\nu e=0$. For $\nu=1/3$ this gives $e_z=-e$. A back bond has squared horizontal and vertical components $d^2/3$ and $2d^2/3$, so its strain is $\frac13e+\frac23(-e)=-\frac13e$. Since $\mu_2\propto\sum_jd_j^{-10}$,
\begin{equation}
\delta\ln W=\frac12\,\delta\ln\mu_2=-5\,\frac{6e+3(-e/3)}{9}=-\frac{25}{9}e .
\end{equation}
If the band shape did not change, the shift would be
\begin{equation}
\delta(\varepsilon_d-E_F)\simeq-\frac{25}{9}e\,(\varepsilon_d-E_F).
\label{biax}
\end{equation}
Unlike (\ref{shift}), this is an estimate: biaxial strain changes the couplings by different factors and so changes the band shape.

\section{Worked example}

Take a model metal with $r_d=1.80$ bohr, $d=5.20$ bohr and $f=0.90$. Its atom is a square well of radius 1.668 bohr with a zero-energy d state, so the condition $d>2a$ holds. From (\ref{vdd}),
\begin{equation}
V_{dd\sigma}=-\frac{45}{\pi}\frac{1.80^3}{5.20^5}=-0.02197\ \text{hartree},
\end{equation}
and likewise $V_{dd\pi}=0.01465$ and $V_{dd\delta}=-0.00366$ hartree. Direct quadrature of the matrix elements gives the same values. The overlap that the band model omits is not small for this atom: 40\% of the norm lies in the tail, and the overlaps at this distance are about $0.054$, $-0.058$ and $0.031$ for $\sigma$, $\pi$ and $\delta$. At an energy $E=0.066$ hartree above the d level, the distance of $E_F$ found below, the term $-ES_{dd}$ would enlarge the three couplings by about 16\%, 26\% and 56\%. By the dimensional argument this overlap falls as $A^2/d^3$ at large $d$, not as $d^{-5}$. The band results below therefore belong to the orthogonal model of (c), not to the full problem of these atoms.

\textbf{Adsorbate coupling.} A 1s orbital with $\zeta=1.00$ bohr$^{-1}$ at 3.50 bohr has $\xi=3.50$, and (\ref{eta}) gives $\eta=-2.268$. Thus
\begin{equation}
V_{ad}\simeq-2.268\,\frac{1.80^{3/2}}{3.50^{7/2}}=-0.0683\ \text{hartree},
\end{equation}
against $-0.0684$ hartree by quadrature. Both values are for $E=\varepsilon_a=-0.5$ hartree. At the d level, $E=0$, the overlap $S=0.209$ adds $\varepsilon_aS=-0.104$ hartree, and the coupling becomes $-0.173$ hartree. A coupling between overlapping orbitals should therefore always be quoted with its energy.

With $(a/d)^2\approx0.23$, the closeness of the two values at $E=\varepsilon_a$ is an accident of this $\xi$. Let $c$ be the coefficient of the next term, $r^4Y_{20}$. Since $\nabla^2(r^4Y_{20})=14\,r^2Y_{20}$, $14c$ is the $r^2Y_{20}$ coefficient of $\nabla^2f=\zeta^2f-2\zeta f/\rho$. The combination $h''-h'/d$ equals $(\xi^2+\xi)e^{-\xi}/d^2$ for $h=e^{-\zeta\rho}$ and $(\xi^2+3\xi+3)e^{-\xi}/d^3$ for $h=e^{-\zeta\rho}/\rho$, so
\begin{equation}
\frac cb=\frac{1}{14d^2}\left[\xi^2-\frac{2(\xi^2+3\xi+3)}{\xi+1}\right].
\end{equation}
The bracket vanishes near $\xi=3.3$, and at $\xi=3.50$ it is only $12.25-11.44=0.81$. The $r^4$ term then raises $|V_{ad}|$ by about 1\%, and the higher terms cancel most of that. At this distance and at $E=\varepsilon_a$ the quadrature gives a local power of $-3.49$ for the scaled orbital and $-3.51$ for the fixed one. Their closeness does not make $7/2$ a law for fixed orbitals. Equation (\ref{local}) gives $-3.72$ here and about $-7.1$ at twice the distance. It omits the $r^4$ and higher terms that the quadrature value $-3.51$ includes, and at fixed $\zeta$ the ratio $c/b$, though small here, changes with $d$. The close agreement in the value of $V_{ad}$ therefore does not carry over to its slope.

\textbf{Bulk estimate.} With 12 nearest neighbours,
\begin{equation}
W=\sqrt{12\cdot\tfrac{12}{5}\left(0.02197^2+2\cdot0.01465^2+2\cdot0.00366^2\right)}=0.164\ \text{hartree}.
\end{equation}
Equation (\ref{rect}) gives $\varepsilon_d-E_F=-0.4\,W=-0.0658$ hartree. One percent of isotropic expansion shifts this by $0.05\times0.0658=0.0033$ hartree, or about $+90$ meV.

\textbf{Surface.} A five-layer fcc(111) tight-binding slab with nearest-neighbour couplings, each layer held at $f=0.90$, has its surface d-band centre at $-0.0515$ hartree relative to $E_F$. The rectangular estimate with nine neighbours is $-0.0570$ hartree, about 11\% larger in magnitude than the slab value. For one percent of strain, the slab and the two laws applied to its own band centre give
\begin{align}
\text{isotropic:}\quad&0.00257\ \text{hartree}\;(70\ \text{meV}),&
0.05\times0.0515&=0.00258\ \text{hartree},\\
\text{biaxial:}\quad&0.00140\ \text{hartree}\;(38\ \text{meV}),&
\tfrac{25}{9}\times0.01\times0.0515&=0.00143\ \text{hartree}.
\end{align}
Both shifts are upward under expansion. The isotropic law is exact within the model for infinitesimal strain and zero temperature; the slab uses finite strains of $\pm1\%$ and a fixed Fermi smearing of 0.002 hartree. The biaxial estimate is about 2\% above the slab result at this smearing. The slab's biaxial shift is sensitive to the smearing, however. With finer k meshes, a smearing of 0.001 hartree gives a shift of about 0.00134 hartree, and 0.0005 hartree gives about 0.00128 hartree. The estimate is then about 7\% and 11\% too high, and the limit of zero smearing has not been reached. The estimate thus gives the sign and the approximate size of the shift, and its accuracy is not established for other fillings or surfaces. The program asserts the d-d couplings and their powers, the fixed-tail couplings, the law (\ref{vad}) at large distance, the factor $25/9$ in the second moment and, to within 5\%, the isotropic shift. Of the biaxial shift it asserts only that it is positive and smaller than the isotropic one; the adsorbate coupling and its slopes at 3.50 bohr are printed without a test, and (\ref{local}) is not checked. The overlap $S$, the coupling at $E=0$ and the slab results at smaller smearing come from separate calculations.

\section*{Numbers as computed}
\begin{verbatim}
d-state radius r_d: 1.80 bohr
metal bond length d: 5.20 bohr
d filling f: 0.90
square-well radius: 1.6680 bohr
square-well depth: 3.6284 hartree
tail amplitude A: 2.3599 bohr^(3/2)
Green matrix element over A: -2.500000
plane-wave hybridization, quadrature/formula: 0.999980
V_dd sigma, formula: -0.021972 hartree
V_dd sigma, quadrature: -0.021972 hartree
V_dd pi, formula: 0.014648 hartree
V_dd pi, quadrature: 0.014648 hartree
V_dd delta, formula: -0.003662 hartree
V_dd delta, quadrature: -0.003662 hartree
power of d in V_dd: -5.0000
power of r_d in V_dd: 3.0000
adsorbate distance: 3.50 bohr
adsorbate 1s exponent: 1.00 1/bohr
coefficient eta of V_ad: -2.2683
V_ad, quadrature: -0.06840 hartree
V_ad, leading order: -0.06829 hartree
large test distance: 166.8 bohr
power of d in V_ad, scaled orbital, large distance: -3.5000
power of r_d in V_ad, large distance: 1.5000
power of d in V_ad, scaled orbital, 3.5 bohr: -3.486
power of d in V_ad, fixed orbital, 3.5 bohr: -3.513
rectangular bulk band width: 0.16442 hartree
rectangular bulk centre minus E_F: -0.06577 hartree
bulk shift per +1% isotropic, rectangular: 0.00329 hartree
same bulk shift: 89.5 meV
rectangular surface band width: 0.14239 hartree
rectangular surface centre minus E_F: -0.05696 hartree
slab surface centre minus E_F: -0.05153 hartree
slab middle-layer centre minus E_F: -0.06138 hartree
slab surface shift per +1% isotropic: 0.00257 hartree
d^-5 law for that shift: 0.00258 hartree
same slab isotropic shift: 70.0 meV
log-derivative of surface rms width, biaxial: -2.7778
slab surface shift per +1% biaxial: 0.00140 hartree
second-moment estimate of that shift: 0.00143 hartree
same slab biaxial shift: 38.2 meV
Fermi smearing in slab: 0.0020 hartree
slab layers: 5, surface k mesh: 16 x 16
\end{verbatim}
